# Residual resistivity of copper alloys from a screened impurity charge

A small fraction $c$ of the ions in a copper crystal is replaced, at random sites, by Zn, Ga, Ge or As. These have 2, 3, 4 and 5 valence electrons, while copper has 1. Let $\Delta Z$ be the impurity valence minus that of copper.

Treat copper as a free-electron metal at zero temperature, with one conduction electron per atom and a uniform positive background in place of the ions. The crystal is face-centred cubic with a cube edge of about 3.6 Å; the calculation below adopts 3.61 Å as a model input. Use SI units, with electron charge $-e$ and Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$. The electron density is $n=k_F^3/(3\pi^2)$, the impurity density is $n_i=cn$, and $V$ denotes the potential energy of an electron.

## Part (a)

**Question.** Find the Fourier transform $V(q)=\int V(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r$ of the screened impurity potential in the linear Thomas-Fermi approximation. How many electrons does the screening cloud hold?

**Answer.** The host alone has no residual resistance, so what scatters is the difference between the impurity ion and the copper ion it replaces. Here that difference is taken as a point charge $+\Delta Z\,e$, which neglects the different ion cores.

Thomas-Fermi theory fills the local electron states up to a common energy $E_F$. The local kinetic energy at the top of the filling is then $E_F-V(\mathbf r)$, and

$$n(\mathbf r)=\frac{[2m(E_F-V)]^{3/2}}{3\pi^2\hbar^3}.$$

To first order in $V$ the change in density is

$$\delta n=-gV,\qquad g=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{mk_F}{\pi^2\hbar^2},$$

where $g$ is the density of states per volume for both spins. The last form follows from $E_F=\hbar^2k_F^2/2m$.

The electrostatic potential is $-V/e$ and the charge density is $\Delta Z\,e\,\delta(\mathbf r)-e\,\delta n$. Poisson's equation therefore gives

$$\nabla^2V=\frac{e^2}{\varepsilon_0}\left[\Delta Z\,\delta(\mathbf r)-\delta n\right]=\frac{e^2\Delta Z}{\varepsilon_0}\,\delta(\mathbf r)+k_s^2V,\qquad k_s^2=\frac{e^2g}{\varepsilon_0}.$$

Since $me^2/(\varepsilon_0\hbar^2)=4\pi/a_0$, the screening wave number obeys $k_s^2=4k_F/(\pi a_0)$. Under the Fourier transform $\nabla^2\to-q^2$ and $\delta(\mathbf r)\to1$, so

$$V(q)=-\frac{\Delta Z\,e^2}{\varepsilon_0(q^2+k_s^2)}.$$

In real space this is $V(r)=-\Delta Z\,e^2e^{-k_sr}/(4\pi\varepsilon_0r)$. For $r>0$ it satisfies $(rV)''=k_s^2\,rV$, it decays at large $r$, and near the origin it becomes the bare Coulomb energy of the charge $\Delta Z\,e$.

The cloud holds

$$\int\delta n\,d^3r=-gV(q{=}0)=\frac{g\,\Delta Z\,e^2}{\varepsilon_0k_s^2}=\Delta Z$$

electrons, so the impurity is neutral when seen from far away.

The approximation requires $|V|\ll E_F$, which fails close to the impurity, and a potential that varies slowly over a distance $1/k_F$. In copper $k_s=1.81\times10^{10}\ \mathrm{m^{-1}}$ exceeds $k_F=1.36\times10^{10}\ \mathrm{m^{-1}}$, so the second condition is not met either. The potential is a model.

## Part (b)

**Question.** Use Fermi's golden rule to find the differential cross-section for an electron at the Fermi energy.

**Answer.** Normalise plane waves in a volume $L^3$. The matrix element between $\mathbf k$ and $\mathbf k'$ is $V(q)/L^3$, with $\mathbf q=\mathbf k'-\mathbf k$. The potential does not flip spin, so the final states in the solid angle $d\Omega$ number $L^3(g/2)\,d\Omega/(4\pi)$ per unit energy. The scattering rate into $d\Omega$ is

$$dw=\frac{2\pi}{\hbar}\,\frac{|V(q)|^2}{L^6}\,\frac{L^3mk_F}{8\pi^3\hbar^2}\,d\Omega.$$

Dividing by the incident flux $v_F/L^3=\hbar k_F/(mL^3)$ gives the first Born cross-section:

$$\frac{d\sigma}{d\Omega}=\left(\frac{m}{2\pi\hbar^2}\right)^2|V(q)|^2=\frac{4\,\Delta Z^2}{a_0^2(q^2+k_s^2)^2}.$$

The last step uses $me^2/(2\pi\varepsilon_0\hbar^2)=2/a_0$. Scattering from a fixed impurity is elastic, so $|\mathbf k'|=|\mathbf k|=k_F$ and $q^2=2k_F^2(1-\cos\theta)$, where $\theta$ is the scattering angle.

## Part (c)

**Question.** Solve the Boltzmann equation for a weak steady field $E$ along $z$, and express the resistivity through an integral over $d\sigma/d\Omega$.

**Answer.** Let $\alpha$ be the angle between $\mathbf k$ and the $z$ axis, and write $f=f_0+\delta f$. The field drives $\hbar\dot k_z=-eE$. Impurities that scatter independently contribute rates in proportion to $n_i$. The Pauli factors combine as $f'(1-f)-f(1-f')=f'-f$, and $f_0$ cancels because it is the same at $\mathbf k$ and $\mathbf k'$. To first order in $E$,

$$-eEv\cos\alpha\,\frac{\partial f_0}{\partial\varepsilon}=n_iv\int\frac{d\sigma}{d\Omega}\left[\delta f(\mathbf k')-\delta f(\mathbf k)\right]d\Omega'.$$

Try $\delta f=A(\varepsilon)\cos\alpha$. With $\varphi$ the azimuth of $\mathbf k'$ about $\mathbf k$,

$$\cos\alpha'=\cos\alpha\cos\theta+\sin\alpha\sin\theta\cos\varphi.$$

The second term vanishes on integration over $\varphi$, because $d\sigma/d\Omega$ depends on $\theta$ alone. The right-hand side becomes $-\delta f/\tau$, with

$$\frac1\tau=n_iv\,\sigma_{tr},\qquad\sigma_{tr}=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega.$$

The trial form therefore solves the equation, with $\delta f=eEv\tau\cos\alpha\,\partial f_0/\partial\varepsilon$. The weight $1-\cos\theta$ is the fraction of forward momentum lost in a collision, so small-angle scattering contributes little resistance.

The current density is $-e$ times the sum of $v\cos\alpha\,\delta f$ over states. The angular average of $\cos^2\alpha$ is $1/3$, and at zero temperature $-\partial f_0/\partial\varepsilon=\delta(\varepsilon-E_F)$. Hence

$$j=\frac{e^2gv_F^2\tau}{3}E=\frac{ne^2\tau}{m}E,$$

where $g=3n/(2E_F)=3n/(mv_F^2)$. The resistivity is

$$\rho=\frac{m}{ne^2\tau}=\frac{n_i}{n}\,\frac{mv_F}{e^2}\,\sigma_{tr}=c\,\frac{\hbar k_F}{e^2}\,\sigma_{tr}.$$

## Part (d)

**Question.** Evaluate $\sigma_{tr}$ for the cross-section of part (b). How does $\rho$ depend on $\Delta Z$, and what happens for very strong and very weak screening?

**Answer.** Substitute $x=q^2$. Then $1-\cos\theta=x/(2k_F^2)$ and $\sin\theta\,d\theta=dx/(2k_F^2)$, with $x$ running from 0 to $4k_F^2$. The azimuthal integral gives $2\pi$, so

$$\sigma_{tr}=2\pi\,\frac{4\Delta Z^2}{a_0^2}\,\frac1{4k_F^4}\int_0^{4k_F^2}\frac{x\,dx}{(x+k_s^2)^2}.$$

Write the integrand as $1/(x+k_s^2)-k_s^2/(x+k_s^2)^2$ and define $y=4k_F^2/k_s^2=\pi a_0k_F$. The first term integrates to $\ln(1+y)$ and the second to $1/(1+y)-1=-y/(1+y)$. Therefore

$$\sigma_{tr}=\frac{2\pi\,\Delta Z^2}{a_0^2k_F^4}\left[\ln(1+y)-\frac{y}{1+y}\right].$$

The bracket depends on the host alone, so within this model $\rho/c=B\,\Delta Z^2$ with the same $B$ for every impurity. The square arises because the scattering amplitude is linear in the charge and the cross-section is its squared modulus. At this order an excess and a deficit of charge scatter equally.

For strong screening, $y\ll1$, the bracket tends to $(y-y^2/2)-(y-y^2)=y^2/2$, and $\sigma_{tr}\to\pi^3\Delta Z^2/k_F^2$. This equals $4\pi$ times the constant $d\sigma/d\Omega=4\Delta Z^2/(a_0^2k_s^4)$, as it should for isotropic scattering. This limit belongs to the Born formula only. Purely $s$-wave scattering cannot exceed $4\pi/k_F^2$, and $\pi^3\Delta Z^2/k_F^2$ passes that bound once $|\Delta Z|>2/\pi\approx0.64$, so the limit does not hold for an integer $\Delta Z$. If instead $k_s\to0$ at fixed $k_F$, the bracket grows as $\ln(4k_F^2/k_s^2)$ and diverges. The weight $1-\cos\theta$ does not suffice to tame the forward scattering of a bare Coulomb charge, so screening is needed for a finite answer.

## Part (e)

**Question.** Calculate $\rho$ for copper with 1 atomic percent of an impurity with $\Delta Z=1$.

**Answer.** Four atoms per cube give $n=8.50\times10^{28}\ \mathrm{m^{-3}}$ and $k_F=1.3604\times10^{10}\ \mathrm{m^{-1}}$. Then $a_0k_F=0.7199$ and $y=2.2615$. The bracket is $1.1822-0.6934=0.4888$, and

$$\sigma_{tr}=\frac{2\pi\times0.4888}{(0.7199)^2(1.3604\times10^{10}\ \mathrm{m^{-1}})^2}=3.20\times10^{-20}\ \mathrm{m^2}.$$

With $\hbar k_F/e^2=5.589\times10^{13}\ \Omega\,\mathrm{m^{-1}}$,

$$\rho=0.01\times5.589\times10^{13}\times3.20\times10^{-20}\ \Omega\,\mathrm m=1.79\times10^{-8}\ \Omega\,\mathrm m=1.79\ \mu\Omega\,\mathrm{cm}.$$

The transport mean free path $v_F\tau=1/(n_i\sigma_{tr})$, over which an electron loses its forward momentum, is 37 nm. The average distance between collisions is shorter, because it also counts small-angle scattering: with the total Born cross-section it is 23 nm. Its product with $k_F$ is about 310, far above 1, as the Boltzmann equation requires.

## Part (f)

**Question.** Linde's empirical rule states that $\rho/c=a+b\,\Delta Z^2$, where $a$ and $b$ depend on the host and on the impurity's row of the periodic table. Rough measured values for Zn, Ga, Ge and As in copper are 0.3, 1.4, 3.8 and 6.8 µΩ cm per atomic percent. Compare them with the rule and with your result.

**Answer.** All resistivities below are in µΩ cm per atomic percent.

| Impurity | $\Delta Z$ | Measured (rough) | Measured$/\Delta Z^2$ | Born |
|---|---|---|---|---|
| Zn | 1 | 0.3 | 0.30 | 1.8 |
| Ga | 2 | 1.4 | 0.35 | 7.2 |
| Ge | 3 | 3.8 | 0.42 | 16.1 |
| As | 4 | 6.8 | 0.42 | 28.6 |

From Zn to As the measured resistivity grows by a factor of about 23, while its ratio to $\Delta Z^2$ changes by a factor of only about 1.4. The data are thus close to quadratic. A least-squares line in $\Delta Z^2$ has $b=0.44$ and $a=-0.22$. The line cannot be continued to $\Delta Z=0$, where it would give a negative resistivity.

The Born result has the form of Linde's rule with $a=0$, and it gives the trend roughly. Its coefficient $B=1.79$ is too large: the calculated resistivities exceed the measured ones by factors between 4 and 6.

## Part (g)

**Question.** Estimate the $s$-wave phase shift $\delta_0$ to first order in $\Delta Z$. Is the Born approximation justified for these impurities? A numerical solution of the radial Schrödinger equation for the potential of part (a), with all significant partial waves, gives 3.2, 4.3, 7.0 and 9.4 µΩ cm per atomic percent for $\Delta Z=1,2,3,4$. What follows for the comparison in part (f)?

**Answer.** Let $U=2mV/\hbar^2=-(2\Delta Z/a_0)\,e^{-k_sr}/r$. The $s$-wave radial function obeys $u''+(k_F^2-U)u=0$ with $u(0)=0$, and $u\to\sin(k_Fr+\delta_0)$ at large $r$. The free solution $u_0=\sin k_Fr$ obeys the same equation with $U=0$. Multiply the first equation by $u_0$, the second by $u$, and subtract:

$$(u_0u'-uu_0')'=U\,u\,u_0.$$

Integrate from 0 to a large radius. The lower limit contributes nothing, and the upper limit gives $-k_F\sin\delta_0$. To first order $\sin\delta_0\approx\delta_0$ and $u\approx u_0$ under the integral, so

$$\delta_0\approx\frac{2\Delta Z}{a_0k_F}\,J(k_F),\qquad J(k)=\int_0^\infty\frac{e^{-k_sr}\sin^2kr}{r}\,dr.$$

Differentiation removes the factor $1/r$:

$$\frac{dJ}{dk}=\int_0^\infty e^{-k_sr}\sin2kr\,dr=\frac{2k}{k_s^2+4k^2}.$$

Since $J(0)=0$, integration gives $J=\tfrac14\ln(1+4k^2/k_s^2)$, and

$$\delta_0\approx\Delta Z\,\frac{\ln(1+y)}{2a_0k_F}=\Delta Z\,\frac{1.1822}{2\times0.7199}=0.82\,\Delta Z\ \text{rad}.$$

The Born approximation needs $|\delta_0|\ll1$. The estimate runs from 0.82 rad for Zn to 3.28 rad for As, so the condition fails for all four impurities.

The partial-wave values confirm this. For Zn the Born value of 1.8 lies below the 3.2 found for the same potential, while for As the Born value of 28.6 lies far above 9.4. From Zn to As the partial-wave resistivity grows by a factor of 2.9, against 16 in the Born approximation. The slower growth is possible because a phase shift enters the scattering amplitude through $e^{i\delta_l}\sin\delta_l$, whose modulus cannot exceed 1. A wave that already scatters strongly cannot go on contributing in proportion to $\Delta Z^2$.

The quadratic law is thus the leading term for a weak excess charge. The numerical check confirms it at $\Delta Z=\pm0.02$, where the mean of the two partial-wave cross-sections agrees with the Born formula. At $\Delta Z=1$ to 4 the linearly screened potential, solved without the Born approximation, does not give a resistivity proportional to $\Delta Z^2$. Its four values do lie within 0.4 of a line of Linde's form, $a+b\,\Delta Z^2$ with $a=2.8$ and $b=0.42$. That slope is close to the measured 0.44, but the offset is far above the measured $-0.22$, and four points do not establish a law. The partial-wave solution is also not self-consistent. The number of electrons a potential displaces is the Friedel sum $(2/\pi)\sum_l(2l+1)\delta_l$, with each $\delta_l$ counted continuously from zero potential so that bound states are included, and neutrality requires it to equal $\Delta Z$. For this potential it is 1.4, 2.9, 4.8 and 7.6 at $\Delta Z=1$ to 4, and an $s$ state is bound already at $\Delta Z=1$. The count of $\Delta Z$ electrons in part (a) holds only to first order. If $k_s$ is raised for each impurity until the sum equals $\Delta Z$, the resistivities become about 2.7, 3.4, 2.5 and 3.5, with no quadratic trend, so the agreement of the slopes is not robust. The partial-wave values lie further from the measured ones than the Born values for Zn, and closer for Ga, Ge and As. The near-quadratic trend of the data therefore agrees with the form of the Born result, but it does not show that Born scattering from this potential is the correct account of these alloys.

The model omits nonlinear screening, the different ion cores, the distortion of the lattice around the impurity and the band structure of copper. The calculation does not determine how much each of these contributes to the discrepancy.

## Values computed for the example and the checks

```
Lattice constant of Cu (rounded input): 3.61 angstrom
Electron density n: 8.5023e+28 m^-3
Fermi wave number kF: 1.3604e+10 m^-1
Fermi velocity vF: 1.5749e+06 m/s
Density of states at EF: 1.1290e+47 J^-1 m^-3
Screening wave number ks: 1.8092e+10 m^-1
Screening length 1/ks: 0.5527 angstrom
a0*kF: 0.7199 (no unit)
y = pi*a0*kF: 2.2615 (no unit)
ln(1+y): 1.1822; y/(1+y): 0.6934 (no unit)
Bracket ln(1+y)-y/(1+y): 0.4888 (no unit)
Electrons in screening cloud, dZ=1: 1.000000
Born sigma_tr, dZ=1: 3.2026e-20 m^2
hbar*kF/e^2: 5.5887e+13 ohm/m
Born resistivity, dZ=1, 1 at.%: 1.7898e-08 ohm m
Same from numerical Boltzmann equation: 1.7898e-08 ohm m
Transport time, dZ=1, 1 at.%: 2.3320e-14 s
Mean free path, dZ=1, 1 at.%: 36.725 nm
Born s-wave phase shift per unit dZ: 0.8211 rad
Same from weak-charge radial solution: 0.8212 rad
Friedel sum per unit dZ, weak charge: 1.5709 rad
Friedel value pi/2: 1.5708 rad
Weak-charge sigma_tr/dZ^2, partial waves: 3.2034e-20 m^2
Resistivities below in micro-ohm cm per at.%
Zn: dZ=1, Born 1.79, partial waves 3.23, measured (rough) 0.3
Ga: dZ=2, Born 7.16, partial waves 4.34, measured (rough) 1.4
Ge: dZ=3, Born 16.11, partial waves 6.98, measured (rough) 3.8
As: dZ=4, Born 28.64, partial waves 9.45, measured (rough) 6.8
Zn: measured/dZ^2 0.30, Born/measured 6.0 (no unit), Born s-wave phase 0.82 rad
Ga: measured/dZ^2 0.35, Born/measured 5.1 (no unit), Born s-wave phase 1.64 rad
Ge: measured/dZ^2 0.42, Born/measured 4.2 (no unit), Born s-wave phase 2.46 rad
As: measured/dZ^2 0.42, Born/measured 4.2 (no unit), Born s-wave phase 3.28 rad
Fit of rough data a + b dZ^2: a = -0.22, b = 0.44
Partial-wave ratio As/Zn: 2.92 (no unit)
Born ratio As/Zn: 16.00 (no unit)
Measured ratio As/Zn (rough): 23 (no unit)
```
